# Why silicon's optical phonons couple direction-dependently without Born charges: test program

```python
"""Direction-dependent zone-centre electron-phonon coupling in silicon.

Result under test: with zero Born charges, a relative displacement u = u1-u2
of the two sublattices gives an electron the macroscopic potential energy
    V = K s.u,   s = (qy qz, qz qx, qx qy)/q^2,   K = e^2 Q/(eps0 eps Omega)
as q -> 0.  Q: dynamical quadrupole of the atom at the origin (its neighbour
lies along +[111]); eps: electronic dielectric constant; Omega: cell volume.
Microscopic side: sp3s* tight binding plus a Hartree interaction of Gaussian
site charges, solved by linear response.  Units: nm, eV, elementary charge.
Static site charges are neutral in silicon; orbitals move with their atoms.
"""
from functools import lru_cache
import itertools
import numpy as np
from scipy import constants as sc

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9        # eV nm
HBAR2_M0 = sc.hbar**2 / (sc.m_e * sc.e) * 1e18           # eV nm^2
HBAR_EVS = sc.hbar / sc.e
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9

# ---------------- crystal and tight-binding model ----------------
a = 0.543
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
recip = 2 * np.pi * np.linalg.inv(cell).T
omega_cell = a**3 / 4
tau = a / 4 * np.ones(3)
bonds = np.array([tau] + [tau - vec for vec in cell])    # atom 1 -> atom 2
bond0 = np.linalg.norm(tau)
unit_q = 2 * np.pi / a
E_S, E_P, E_X = -4.2, 1.7, 6.7                          # s, p, s* levels
V_SS, V_SP, V_PPS, V_PPP, V_XP = -2.08, 2.48, 2.72, -0.72, 2.33
width = 0.10                                             # Gaussian charge width
N_ORB, N_OCC = 5, 4
levels = np.array([E_S, E_P, E_P, E_P, E_X])


def hopping(d):
    """Rows: orbitals s, px, py, pz, s* of atom 1; columns: atom 2."""
    r = np.linalg.norm(d)
    c = d / r
    t = np.zeros((5, 5))
    t[0, 0] = V_SS
    t[0, 1:4], t[1:4, 0] = V_SP * c, -V_SP * c
    t[4, 1:4], t[1:4, 4] = V_XP * c, -V_XP * c
    t[1:4, 1:4] = (V_PPS - V_PPP) * np.outer(c, c) + V_PPP * np.eye(3)
    return t * (bond0 / r)**2


step = 1e-5
hop = np.array([hopping(d) for d in bonds])
hop_grad = np.array([[(hopping(d + step * ax) - hopping(d - step * ax))
                      / (2 * step) for ax in np.eye(3)] for d in bonds])


def bands(k, split=0.0):
    k = np.atleast_2d(k)
    h = np.zeros((len(k), 10, 10), complex)
    block = np.einsum("kb,bij->kij", np.exp(1j * k @ bonds.T), hop)
    h[:, :5, 5:] = block
    h[:, 5:, :5] = block.conj().transpose(0, 2, 1)
    h[:, range(10), range(10)] = np.concatenate([levels + split,
                                                 levels - split])
    return np.linalg.eigh(h)


@lru_cache(maxsize=None)
def mesh_states(n, split):
    frac = np.array(list(itertools.product(range(n), repeat=3))) / n
    k = frac @ recip
    energy, vec = bands(k, split)
    return k, energy, vec


def bond_change(k, q, pattern):
    """<k+q| change of hopping |k> for displacements e_i exp(i q.r_i)."""
    k = np.atleast_2d(k)
    e1, e2 = pattern
    phase_q = np.exp(1j * bonds @ q)[:, None]
    phase_k = np.exp(1j * k @ bonds.T)
    up = np.einsum("ba,baij->bij", e2 * phase_q - e1, hop_grad)
    down = np.einsum("ba,baij->bji", e2 - e1 / phase_q, hop_grad)
    w = np.zeros((len(k), 10, 10), complex)
    w[:, :5, 5:] = np.einsum("kb,bij->kij", phase_k, up)
    w[:, 5:, :5] = np.einsum("kb,bij->kij", phase_k.conj(), down)
    return w


def bare_response(q, patterns, n, split=0.0):
    """Site occupations induced by site potentials and by displacements."""
    k, en1, u1 = mesh_states(n, split)
    en2, u2 = bands(k + q, split)
    occ = (np.arange(10) < N_OCC).astype(float)
    num = np.broadcast_to(occ[None, None, :] - occ[None, :, None],
                          (len(k), 10, 10))
    den = en1[:, None, :] - en2[:, :, None]
    factor = np.divide(num, den, out=np.zeros_like(den), where=num != 0)
    u1h, u2h = u1.conj().transpose(0, 2, 1), u2.conj().transpose(0, 2, 1)
    site = [u1h[:, :, s] @ u2[:, s, :] for s in (slice(0, 5), slice(5, 10))]
    perturb = [m.conj().transpose(0, 2, 1) for m in site]
    perturb += [u2h @ bond_change(k, q, p) @ u1 for p in patterns]
    out = np.array([[2 * np.einsum("kmn,knm->", s, factor * p) / len(k)
                     for p in perturb] for s in site])
    return out[:, :2], out[:, 2:]


G_LIST = np.array([g for g in itertools.product(range(-3, 4), repeat=3)
                   if any(g)]) @ recip


def coupled_response(q, patterns, n):
    """Self-consistent Hartree response; also the zero-macroscopic-field one."""
    chi, n0 = bare_response(q, patterns, n)
    pref = 4 * np.pi * COULOMB / omega_cell
    k2 = np.sum((G_LIST + q)**2, axis=1)
    weight = pref * np.exp(-k2 * width**2) / k2
    off = np.sum(weight * np.exp(-1j * G_LIST @ tau))
    v_short = np.array([[weight.sum(), off], [np.conj(off), weight.sum()]])
    v_long = pref * np.exp(-(q @ q) * width**2) / (q @ q)
    v_full = v_short + v_long
    n_full = np.linalg.solve(np.eye(2) - chi @ v_full, n0)
    local = np.eye(2) - chi @ v_short
    return {"site_pot": v_full @ n_full,
            "macro": v_long * n_full.sum(axis=0),
            "charge": np.linalg.solve(local, n0).sum(axis=0),
            "eps": (1 - v_long * np.linalg.solve(local, chi).sum()).real}


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


def shape(qhat):
    return np.array([qhat[1] * qhat[2], qhat[2] * qhat[0], qhat[0] * qhat[1]])


def optical(u):
    return (np.array(u, float) / 2, -np.array(u, float) / 2)


def scale(quad, eps):
    return 4 * np.pi * COULOMB * quad / (eps * omega_cell)


# ---------------- test: linear response against a real supercell -----------
def supercell_charges(n, shift):
    size = n**3
    h = np.zeros((size * 10, size * 10))
    h[range(size * 10), range(size * 10)] = np.tile(levels, 2 * size)
    hops_back = np.vstack([np.zeros(3, int), np.eye(3, dtype=int)])
    for c, idx in enumerate(itertools.product(range(n), repeat=3)):
        for d, back in zip(bonds, hops_back):
            other = np.ravel_multi_index(tuple((np.array(idx) - back) % n),
                                         (n, n, n))
            t = hopping(d - shift if c == 0 else d)
            i, j = c * 10, other * 10 + 5
            h[i:i + 5, j:j + 5] += t
            h[j:j + 5, i:i + 5] += t.T
    _, vec = np.linalg.eigh(h)
    dens = 2 * np.sum(vec[:, :N_OCC * size]**2, axis=1)
    return dens.reshape(size, 2, N_ORB).sum(axis=2)


n_super, move = 4, 1e-4
x_axis = np.array([1.0, 0, 0])
induced = (supercell_charges(n_super, move * x_axis)
           - supercell_charges(n_super, -move * x_axis)) / (2 * move)
lattice = np.array(list(itertools.product(range(n_super), repeat=3))) @ cell
q_test = np.array([1, 2, 0]) / n_super @ recip
direct = np.array([np.sum(np.exp(-1j * (lattice + p) @ q_test) * induced[:, i])
                   for i, p in enumerate((np.zeros(3), tau))])
linear = bare_response(q_test, [(x_axis, np.zeros(3))], n_super)[1][:, 0]
supercell_error = np.max(abs(direct - linear)) / np.max(abs(direct))
assert supercell_error < 1e-4

# ---------------- quadrupole, dielectric constant, limiting potential ------
MESH = 10
q_small = 5e-4 * unit_q


def model_constants(n):
    d110 = unit([1, 1, 0])
    r = coupled_response(q_small * d110, [optical([0, 0, 1])], n)
    quad = r["charge"][0].real / (q_small**2 * shape(d110)[2])
    eps = coupled_response(q_small * x_axis, [optical(x_axis)], n)["eps"]
    return quad, eps, scale(quad, eps)


quad_tb, eps_tb, k_tb = model_constants(MESH)
k_fine = model_constants(14)[2]
assert abs(quad_tb) > 0.005 and eps_tb > 1
assert abs(k_fine / k_tb - 1) < 0.03                     # k-mesh convergence

axes = [optical(ax) for ax in np.eye(3)]
limit_error = 0.0
for direction in ([1, 0, 0], [1, 1, 1], [1, -1, 1], [1, 1, 2], [1, 2, -3]):
    qh = unit(direction)
    found = coupled_response(q_small * qh, axes, MESH)["macro"]
    limit_error = max(limit_error, np.max(abs(found - k_tb * shape(qh)))
                      / abs(k_tb))
assert limit_error < 2e-3

# optical potential constant in q, its field energy ~ q^2; rigid motion ~ q
d111 = unit([1, 1, 1])
q_mid = 0.01 * unit_q
pair = [optical(d111), (d111, d111)]
one = coupled_response(q_mid * d111, pair, MESH)
two = coupled_response(2 * q_mid * d111, pair, MESH)
optical_ratio = abs(two["macro"][0] / one["macro"][0])
rigid_ratio = abs(two["macro"][1] / one["macro"][1])
energy_ratio = abs(two["macro"][0] * two["charge"][0]
                   / (one["macro"][0] * one["charge"][0]))
assert abs(optical_ratio - 1) < 0.05
assert abs(rigid_ratio - 2) < 0.1
assert abs(energy_ratio - 4) < 0.3


# control: unequal sublattice levels remove inversion and restore 1/q
def control_potential(qlen, split):
    q = qlen * d111
    chi, n0 = bare_response(q, [optical(d111)], MESH, split)
    vec = mesh_states(MESH, split)[2]
    filled = 2 * np.mean(np.sum(abs(vec[:, :, :N_OCC])**2, axis=2), axis=0)
    static = np.array([filled[:5].sum(), filled[5:].sum()]) - 4
    rigid = sum(-1j * (q @ e) * s for e, s in zip(optical(d111), static))
    v0 = 4 * np.pi * COULOMB / (omega_cell * qlen**2)
    return abs(v0 * (n0.sum() + rigid) / (1 - v0 * chi.sum()))


polar_ratio = control_potential(q_small, 1.0) / control_potential(2 * q_small,
                                                                1.0)
plain_ratio = control_potential(q_small, 0.0) / control_potential(2 * q_small,
                                                                0.0)
assert abs(polar_ratio - 2) < 0.05 and abs(plain_ratio - 1) < 0.01

# ---------------- complete matrix element in the conduction valley ---------
scan = np.linspace(0.5, 0.95, 181)
line = bands(np.outer(scan, x_axis) * unit_q)[0][:, N_OCC]
k_valley = scan[np.argmin(line)] * unit_q * x_axis
gap_tb = line.min() - bands(np.zeros(3))[0][0, N_OCC - 1]


def short_range(k):
    c = bands(k)[1][0][:, N_OCC]
    return np.array([c.conj() @ bond_change(k, np.zeros(3), p)[0] @ c
                     for p in axes])


short_delta = np.max(abs(short_range(k_valley)))
short_l = np.linalg.norm(short_range(np.ones(3) * unit_q / 2))
assert short_delta < 1e-5 and short_l > 1e-2


def valley_elements(q, n):
    """Hopping change plus self-consistent potential, phase fixed by overlap."""
    pot = coupled_response(q, axes, n)["site_pot"]
    c1 = bands(k_valley)[1][0][:, N_OCC]
    c2 = bands(k_valley + q)[1][0][:, N_OCC]
    overlap = c2.conj() @ c1
    m = [c2.conj() @ (bond_change(k_valley, q, p)[0]
                      + np.diag(np.repeat(pot[:, i], 5))) @ c1
         for i, p in enumerate(axes)]
    return np.array(m) * np.conj(overlap) / abs(overlap)


valley_error = 0.0
for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, -3]):
    qh = unit(direction)
    mean = (valley_elements(q_small * qh, MESH)
            + valley_elements(-q_small * qh, MESH)) / 2
    valley_error = max(valley_error, np.max(abs(mean - k_tb * shape(qh)))
                       / abs(k_tb))
assert valley_error < 0.02

# ---------------- worked example: rough silicon values ---------------------
Q_si, eps_si, phonon, energy, temp = 0.7, 12.0, 0.064, 0.1, 400.0
m_long, m_trans, mass_u, carriers_cm3, nonpar = 0.92, 0.19, 28.1, 1e17, 0.5
K_si = scale(Q_si, eps_si)
final = energy - phonon
masses = np.array([m_long, m_trans, m_trans])
m_dos = np.prod(masses)**(1 / 3)
reduced = mass_u * sc.atomic_mass / sc.m_e / 2
zero_point2 = HBAR2_M0 / (2 * reduced * phonon)          # nm^2


def bose(t):
    return 1 / np.expm1(phonon * sc.e / (sc.k * t))


def dos(e):
    return (2 * m_dos / HBAR2_M0)**1.5 * np.sqrt(e) / (4 * np.pi**2)


# explicit sum over final states of the ellipsoidal valley
radius = 1.6 * np.sqrt(2 * masses * final / HBAR2_M0)
grids = [np.linspace(-r, r, 81) for r in radius]
kx, ky, kz = np.meshgrid(*grids, indexing="ij", sparse=True)
e_grid = HBAR2_M0 / 2 * (kx**2 / m_long + (ky**2 + kz**2) / m_trans)
blur = 0.002
volume = np.prod([g[1] - g[0] for g in grids])
dos_sum = np.sum(np.exp(-(e_grid - final)**2 / (2 * blur**2))) * volume / (
    (2 * np.pi)**3 * blur * np.sqrt(2 * np.pi))
assert abs(dos_sum / dos(final) - 1) < 0.01

rng = np.random.default_rng(1)
rand = rng.normal(size=(2, 300000, 3))
rand /= np.linalg.norm(rand, axis=2)[:, :, None]


def shape_average(m):
    """Mean polarization-summed s^2 and rms q over initial and final states."""
    root = np.sqrt(2 * np.asarray(m) / HBAR2_M0)
    q = root * (np.sqrt(final) * rand[0] - np.sqrt(energy) * rand[1])
    q2 = q**2
    tot = q2.sum(axis=1)
    s2 = (q2[:, 0] * q2[:, 1] + q2[:, 1] * q2[:, 2] + q2[:, 2] * q2[:, 0])
    return np.mean(s2 / tot**2), np.sqrt(np.mean(tot))


s2_iso = 1 / 5
assert abs(shape_average([m_dos] * 3)[0] / s2_iso - 1) < 0.01
s2_aniso, q_rms = shape_average(masses)


def emission(s2, t):
    return (2 * np.pi / HBAR_EVS * K_si**2 * s2 * zero_point2 * omega_cell
            * dos(final) * (bose(t) + 1))


rate = emission(s2_iso, temp)
deform = 2 * K_si * np.sqrt(s2_iso) * 1e7                # eV/cm
density = 2 * mass_u * sc.atomic_mass / (omega_cell * 1e-27)
freq = phonon / HBAR_EVS
rate_standard = ((deform * 100 * sc.e)**2 * (m_dos * sc.m_e)**1.5
                 * np.sqrt(final * sc.e) * (bose(temp) + 1)
                 / (np.sqrt(2) * np.pi * sc.hbar**3 * density * freq))
assert abs(rate_standard / rate - 1) < 1e-6              # unit bookkeeping

# sizes of neglected effects
debye2 = 4 * np.pi * COULOMB * carriers_cm3 * 1e-21 / (
    eps_si * sc.k * temp / sc.e)
screening = debye2 / q_rms**2
nonparabolic = (1 + 2 * nonpar * final) * np.sqrt(1 + nonpar * final) - 1
stiffness = reduced * phonon**2 / HBAR2_M0               # eV/nm^2
freq_shift = K_si * Q_si * q_rms**2 / 3 / (2 * stiffness)

# finite-q matrix elements of the microscopic model, 26-direction average
weights = {1: 1 / 21, 2: 4 / 105, 3: 9 / 280}
mean_sq = mean_shape = 0.0
for direction in itertools.product((-1, 0, 1), repeat=3):
    if any(direction):
        w, qh = weights[np.count_nonzero(direction)], unit(direction)
        mean_shape += w * np.sum(shape(qh)**2)
        mean_sq += w * np.sum(abs(valley_elements(q_rms * qh, 8))**2)
assert abs(mean_shape - s2_iso) < 1e-12
macro_q = abs(coupled_response(q_rms * d111, [optical(d111)], 8)["macro"][0])

print("MICROSCOPIC MODEL (sp3s* + Hartree)")
print(f"levels s, p, s*: {E_S}, {E_P}, {E_X} eV")
print(f"ss, sp, pp-sigma: {V_SS}, {V_SP}, {V_PPS} eV")
print(f"pp-pi, s*p: {V_PPP}, {V_XP} eV; charge width {width:.2f} nm")
print(f"indirect gap: {gap_tb:.2f} eV")
print(f"valley position: {k_valley[0] / unit_q:.3f} x 2pi/a")
print(f"supercell vs linear response, rel. error: {supercell_error:.1e}")
print(f"quadrupole Q: {quad_tb:.4f} e nm")
print(f"dielectric constant: {eps_tb:.2f}")
print(f"K: {k_tb:.3f} eV/nm (finer k mesh: {k_fine:.3f} eV/nm)")
print(f"largest error of V = K s.u, relative to K: {limit_error:.1e}")
print(f"same for full valley matrix element: {valley_error:.1e}")
print(f"optical V(2q)/V(q): {optical_ratio:.4f}")
print(f"rigid-motion V(2q)/V(q): {rigid_ratio:.4f}")
print(f"optical field energy, 2q over q: {energy_ratio:.4f}")
print(f"polar control V(q)/V(2q): {polar_ratio:.4f}")
print(f"same without polarity: {plain_ratio:.4f}")
print(f"short-range coupling at valley, q=0: {short_delta:.1e} eV/nm")
print(f"short-range coupling at L, q=0: {short_l:.2f} eV/nm")
print("WORKED EXAMPLE (rough silicon values)")
print(f"Q: {Q_si:.2f} e nm = {Q_si / BOHR_NM:.1f} e bohr; eps: {eps_si:.0f}")
print(f"lattice constant: {a:.3f} nm; cell volume: {omega_cell:.5f} nm^3")
print(f"K: {K_si:.2f} eV/nm")
for name, vec, u in (("[100], any u", [1, 0, 0], [1, 0, 0]),
                     ("[110], u along z", [1, 1, 0], [0, 0, 1]),
                     ("[110], longitudinal", [1, 1, 0], [1, 1, 0]),
                     ("[111], longitudinal", [1, 1, 1], [1, 1, 1])):
    print(f"V {name}: {K_si * shape(unit(vec)) @ unit(u):.2f} eV/nm")
print(f"electron energy: {energy:.3f} eV; phonon: {phonon:.3f} eV")
print(f"final energy: {final:.3f} eV; temperature: {temp:.0f} K")
print(f"masses: {m_long}, {m_trans}; DOS mass: {m_dos:.3f} m0")
print(f"atomic mass: {mass_u:.1f} u")
print(f"zero-point relative displacement: {np.sqrt(zero_point2):.5f} nm")
print(f"phonon occupation: {bose(temp):.3f}")
print(f"final density of states: {dos(final):.4f} /(eV nm^3)")
print(f"equivalent optical deformation potential: {deform:.2e} eV/cm")
print(f"emission rate: {rate:.2e} 1/s; mean time: {1e12 / rate:.2f} ps")
print(f"heating power per electron: {rate * phonon * sc.e * 1e9:.2f} nW")
print("NEGLECTED EFFECTS")
print(f"rms phonon wave vector: {q_rms:.3f} 1/nm")
print(f"mean s^2: isotropic {s2_iso:.4f}, ellipsoidal {s2_aniso:.4f}")
print(f"rate with ellipsoidal directions: {emission(s2_aniso, temp):.2e} 1/s")
print(f"rate at 300 K: {emission(s2_iso, 300.0):.2e} 1/s")
print(f"carrier density: {carriers_cm3:.0e} cm^-3")
print(f"static screening (qD/q)^2: {100 * screening:.2f} %")
print(f"non-parabolicity {nonpar} 1/eV, DOS change: {100*nonparabolic:.1f} %")
print(f"largest quadrupolar frequency shift: {100 * freq_shift:.2f} %")
print(f"model [111] V at rms q: {macro_q:.3f} eV/nm")
print(f"model [111] V at q=0: {abs(k_tb) / np.sqrt(3):.3f} eV/nm")
print(f"model rms valley coupling at rms q: {np.sqrt(mean_sq):.3f} eV/nm")
print(f"model rms valley coupling at q=0: {abs(k_tb)*s2_iso**0.5:.3f} eV/nm")
print("all tests passed")
```

Printed output:

```
MICROSCOPIC MODEL (sp3s* + Hartree)
levels s, p, s*: -4.2, 1.7, 6.7 eV
ss, sp, pp-sigma: -2.08, 2.48, 2.72 eV
pp-pi, s*p: -0.72, 2.33 eV; charge width 0.10 nm
indirect gap: 1.17 eV
valley position: 0.730 x 2pi/a
supercell vs linear response, rel. error: 9.1e-07
quadrupole Q: 0.2897 e nm
dielectric constant: 7.22
K: 18.131 eV/nm (finer k mesh: 18.121 eV/nm)
largest error of V = K s.u, relative to K: 1.3e-07
same for full valley matrix element: 1.7e-07
optical V(2q)/V(q): 0.9998
rigid-motion V(2q)/V(q): 1.9985
optical field energy, 2q over q: 3.9965
polar control V(q)/V(2q): 2.0000
same without polarity: 1.0000
short-range coupling at valley, q=0: 4.0e-15 eV/nm
short-range coupling at L, q=0: 8.66 eV/nm
WORKED EXAMPLE (rough silicon values)
Q: 0.70 e nm = 13.2 e bohr; eps: 12
lattice constant: 0.543 nm; cell volume: 0.04003 nm^3
K: 26.37 eV/nm
V [100], any u: 0.00 eV/nm
V [110], u along z: 13.19 eV/nm
V [110], longitudinal: 0.00 eV/nm
V [111], longitudinal: 15.23 eV/nm
electron energy: 0.100 eV; phonon: 0.064 eV
final energy: 0.036 eV; temperature: 400 K
masses: 0.92, 0.19; DOS mass: 0.321 m0
atomic mass: 28.1 u
zero-point relative displacement: 0.00482 nm
phonon occupation: 0.185
final density of states: 0.1178 /(eV nm^3)
equivalent optical deformation potential: 2.36e+08 eV/cm
emission rate: 1.72e+11 1/s; mean time: 5.80 ps
heating power per electron: 1.77 nW
NEGLECTED EFFECTS
rms phonon wave vector: 1.243 1/nm
mean s^2: isotropic 0.2000, ellipsoidal 0.1759
rate with ellipsoidal directions: 1.52e+11 1/s
rate at 300 K: 1.59e+11 1/s
carrier density: 1e+17 cm^-3
static screening (qD/q)^2: 0.28 %
non-parabolicity 0.5 1/eV, DOS change: 4.5 %
largest quadrupolar frequency shift: 0.35 %
model [111] V at rms q: 10.415 eV/nm
model [111] V at q=0: 10.468 eV/nm
model rms valley coupling at rms q: 7.982 eV/nm
model rms valley coupling at q=0: 8.109 eV/nm
all tests passed
```
